# Radiative Rate and Thermal Lifetime of a Two-Dimensional Exciton

## Result

A thin layer in vacuum lies in the plane \(z=0\). Its bright exciton is a doublet with an in-plane dipole, in-plane momentum \(\mathbf Q\) and energy

\[
E(Q)=E_0+\frac{Q^2}{2M}. \tag{1}
\]

Hartree atomic units are used, with \(c\approx137\) and Gaussian field equations. Let \(k=E_0/c\) be the photon wave number at the exciton energy, and let \(d^2\) be the squared transition dipole per unit area, defined in (6). The dipole of the transverse branch T is perpendicular to \(\mathbf Q\), and that of the longitudinal branch L is parallel to it. For \(Q<k\), inside the light cone, the two branches emit at the rates

\[
\Gamma_T=\Gamma_0\frac{k}{\sqrt{k^2-Q^2}},\qquad
\Gamma_L=\Gamma_0\frac{\sqrt{k^2-Q^2}}{k},\qquad
\Gamma_0=4\pi k\,d^2. \tag{2}
\]

For \(Q>k\) there is no emission. If both branches are thermally populated according to (1), the effective lifetime at temperatures well above the recoil energy \(E_k=k^2/2M\) is

\[
\tau_{\rm eff}=\frac34\,\tau_0\,\frac{k_BT}{E_k},\qquad \tau_0=\frac1{\Gamma_0}. \tag{3}
\]

The rates follow from lowest-order coupling to light. The linear law needs further conditions, of which the most restrictive can be the field that a longitudinal exciton exerts on itself. That effect is worked out below.

## The transition dipole

An electron has charge \(-1\), so its kinetic energy in a vector potential is \((\mathbf p+\mathbf A/c)^2/2\). In the Coulomb gauge the term linear in \(\mathbf A\) is

\[
H_{\rm int}=\frac1c\sum_j\mathbf A(\mathbf r_j)\cdot\mathbf p_j . \tag{4}
\]

The term in \(A^2\) changes the photon number by zero or two. It therefore cannot take an exciton to the ground state plus one photon at first order.

The exciton enters through the matrix element of the total momentum \(\mathbf P=\sum_j\mathbf p_j\). This can be expressed through the total position \(\mathbf X=\sum_j\mathbf r_j\). For local potentials, \(\mathbf X\) commutes with every part of the electronic Hamiltonian \(H\) except the kinetic energy, including the interaction between electrons. Hence \([\mathbf X,H]=i\mathbf P\). Taking this between the ground state and an exciton of excitation energy \(E_0\) gives

\[
E_0\langle0|\mathbf X|S\rangle=i\langle0|\mathbf P|S\rangle
\quad\Rightarrow\quad
\langle0|\mathbf P|S\rangle=-iE_0\langle0|\mathbf X|S\rangle . \tag{5}
\]

This argument applies to a finite flake. In a layer with periodic boundary conditions the position operator is not defined, and the momentum element is used to define the dipole. For a layer of area \(\mathcal A\) and a branch \(\lambda\) with dipole direction \(\mathbf e_\lambda\),

\[
d^2=\frac{1}{\mathcal A E_0^2}\,\bigl|\langle0|\mathbf e_\lambda\cdot\mathbf P|\lambda,\mathbf Q\to0\rangle\bigr|^2 . \tag{6}
\]

In an isotropic doublet \(d^2\) is the same for T and L. For a spin-singlet solution of the Bethe-Salpeter equation in the Tamm-Dancoff approximation, with normalized amplitudes \(A_{cv\mathbf k}\), the matrix element is \(\sqrt2\sum_{cv\mathbf k}A_{cv\mathbf k}\langle v\mathbf k|\mathbf e_\lambda\cdot\mathbf p|c\mathbf k\rangle\). The factor \(\sqrt2\) comes from two equal spin contributions, each with weight \(1/\sqrt2\). With \(N\) cells each amplitude scales as \(N^{-1/2}\), so the sum over \(N\) wave vectors scales as \(N^{1/2}\) and \(d^2\) is independent of the area. This is why the rate is intrinsic to the layer. If the one-particle Hamiltonian contains a nonlocal potential, \(\mathbf p\) must be replaced by the velocity operator. Relation (5) holds for exact eigenstates but in general not for a Tamm-Dancoff state. The position form of the dipole multiplies each term of the sum by \(E_0/(\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k})\), where \(\varepsilon\) are the eigenvalues of the same one-particle Hamiltonian that defines the velocity operator, so the two forms give different \(d^2\) when the exciton is strongly bound.

## Emission by the golden rule

The field is quantized in a box of area \(\mathcal A\) and height \(L\):

\[
\mathbf A(\mathbf r)=\sum_{\mathbf q\sigma}\sqrt{\frac{2\pi c^2}{\mathcal A L\,\omega_q}}\;
\boldsymbol\epsilon_{\mathbf q\sigma}\left(a_{\mathbf q\sigma}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q\sigma}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad \omega_q=cq, \tag{7}
\]

with real polarization vectors. The prefactor makes the zero-point energy of each mode equal to \(\omega_q/2\).

The layer is translationally invariant on the scale of the wavelength, so the photon must carry the in-plane momentum \(\mathbf Q\). Its component \(q_z\) is free, because the layer breaks translation symmetry along \(z\). The layer is also much thinner than the wavelength, so \(e^{-iq_zz}\) is set to 1. The dipole is taken as constant over the small range \(Q<k\). From (4), (6) and (7), the squared coupling to one mode is

\[
|g|^2=\frac1{c^2}\,\frac{2\pi c^2}{\mathcal A L\omega_q}\,\mathcal A E_0^2d^2\,|\boldsymbol\epsilon\cdot\mathbf e_\lambda|^2
=\frac{2\pi}{L\omega_q}E_0^2d^2\,|\boldsymbol\epsilon\cdot\mathbf e_\lambda|^2 . \tag{8}
\]

The kinetic energy inside the cone is at most about \(E_k\), which is tiny compared with \(E_0\), so the photon energy is set to \(E_0\). With \(\sum_{q_z}\to(L/2\pi)\int dq_z\), the golden rule gives

\[
\Gamma_\lambda=2\pi\,\frac{L}{2\pi}\int dq_z\,\frac{2\pi}{LE_0}E_0^2d^2\,w_\lambda\,\delta(E_0-cq)
=2\pi E_0d^2\,w_\lambda\int dq_z\,\delta(E_0-cq), \tag{9}
\]

where \(w_\lambda=\sum_\sigma|\boldsymbol\epsilon_{\mathbf q\sigma}\cdot\mathbf e_\lambda|^2\) is evaluated on the energy shell.

The delta function has roots \(q_z=\pm k_z\) with \(k_z=\sqrt{k^2-Q^2}\), one for each side of the layer. At either root \(|d(cq)/dq_z|=c\,k_z/k\). Therefore

\[
\int dq_z\,\delta(E_0-cq)=\frac{2k}{c\,k_z}. \tag{10}
\]

For \(Q>k\) there is no real root, because \(cq\ge cQ>E_0\), and the rate vanishes.

The two polarization vectors and \(\hat{\mathbf q}\) form an orthonormal triad, so \(w_\lambda=1-(\hat{\mathbf q}\cdot\mathbf e_\lambda)^2\). The transverse dipole is perpendicular to \(\mathbf q\). The longitudinal one has \(\hat{\mathbf q}\cdot\mathbf e_L=Q/k\). Thus

\[
w_T=1,\qquad w_L=1-\frac{Q^2}{k^2}=\frac{k_z^2}{k^2}. \tag{11}
\]

Inserting (10) and (11) in (9), and using \(E_0/c=k\),

\[
\Gamma_\lambda=4\pi k\,d^2\,\frac{k}{k_z}\,w_\lambda , \tag{12}
\]

which is (2). At \(Q=0\) the distinction between the branches disappears and both rates equal \(\Gamma_0\). Towards the cone edge the photon leaves at a grazing angle. The density of final states then grows as \(1/k_z\), which enhances T emission. An L dipole points nearly along the outgoing ray and radiates weakly in that direction. The factor \(k_z^2\) from the polarization outweighs the density of states, and \(\Gamma_L\) goes to zero.

## The same rates from the layer's own field

A classical calculation confirms the rates and also supplies the energy shifts needed later. Let the layer carry a polarization per area \(P\mathbf e_\lambda e^{i(Qx-\omega t)}\), with \(\omega\approx E_0\). Its surface current is \(-i\omega P\mathbf e_\lambda\). The waves leave on both sides with wave vectors \((Q,0,\pm k_z)\). Tangential \(\mathbf E\) is continuous, Faraday's law gives \(\mathbf H=\mathbf q\times\mathbf E/k\), and the jump condition is

\[
\hat{\mathbf z}\times(\mathbf H_+-\mathbf H_-)=\frac{4\pi}{c}(-i\omega P)\,\mathbf e_\lambda=-4\pi ik\,P\,\mathbf e_\lambda . \tag{13}
\]

For T, \(\mathbf E=\mathcal E\hat{\mathbf y}\) and \(H_x=\mp k_z\mathcal E/k\). The \(y\) component of \(\hat{\mathbf z}\times\mathbf H\) is \(H_x\), so (13) reads \(-2k_z\mathcal E/k=-4\pi ikP\).

For L, let \(\mathcal E=E_x\). The field is divergence-free outside the layer, so \(E_z=\mp Q\mathcal E/k_z\). Then

\[
H_y=\frac{q_zE_x-QE_z}{k}=\pm\frac{\mathcal E}{k}\left(k_z+\frac{Q^2}{k_z}\right)=\pm\frac{k}{k_z}\mathcal E . \tag{14}
\]

The \(x\) component of \(\hat{\mathbf z}\times\mathbf H\) is \(-H_y\), so (13) reads \(-2k\mathcal E/k_z=-4\pi ikP\). The fields at the layer are therefore

\[
\mathcal E_T=2\pi i\,\frac{k^2}{k_z}P,\qquad \mathcal E_L=2\pi i\,k_z\,P . \tag{15}
\]

The exciton amplitude \(a\) is driven by the energy \(-\sqrt{\mathcal A}\,d\,\mathcal E\), so \(\omega a=E(Q)a-\sqrt{\mathcal A}\,d\,\mathcal E\). The polarization is \(P=d\,a/\sqrt{\mathcal A}\), if the counter-rotating part is dropped near resonance. Eliminating \(a\),

\[
P=\frac{d^2\,\mathcal E}{E(Q)-\omega}
\quad\Rightarrow\quad
\omega=E(Q)-d^2\frac{\mathcal E}{P}. \tag{16}
\]

The population decays at \(-2\,{\rm Im}\,\omega=2d^2\,{\rm Im}(\mathcal E/P)\). With (15) this gives \(4\pi d^2k^2/k_z\) and \(4\pi d^2k_z\), again the rates (2).

Inside the cone \(\mathcal E/P\) is purely imaginary, so at this order there is no energy shift. Outside it, fields that decay away from the layer require \(k_z=i\kappa\) with \(\kappa=\sqrt{Q^2-k^2}\). Then \(\mathcal E/P\) is real and (16) gives

\[
\Delta E_L=+2\pi d^2\kappa,\qquad \Delta E_T=-2\pi d^2\frac{k^2}{\kappa}. \tag{17}
\]

For \(Q\gg k\), \(\Delta E_L\to2\pi d^2Q\). This is the electrostatic energy of a longitudinal polarization wave, known in the Bethe-Salpeter equation as the long-range part of the exchange interaction. The energy \(E(Q)\) in (1) must exclude it, or it would be counted twice.

## Thermal average

Suppose that scattering keeps the excitons in thermal equilibrium while they decay, and that they are dilute enough for Boltzmann statistics. Their number then falls at the rate \(\langle\Gamma\rangle\), the average over both branches and all \(\mathbf Q\). With the energies (1),

\[
\langle\Gamma\rangle=\frac{\displaystyle\int_0^{k}Q\,dQ\,(\Gamma_T+\Gamma_L)\,e^{-Q^2/2Mk_BT}}
{\displaystyle2\int_0^\infty Q\,dQ\,e^{-Q^2/2Mk_BT}} . \tag{18}
\]

The denominator is \(2Mk_BT\). In the numerator put \(u=k_z/k\). Then \(Q^2=k^2(1-u^2)\), \(Q\,dQ=-k^2u\,du\), and \(\Gamma_T+\Gamma_L=\Gamma_0(1/u+u)\). The factor \(u\) from the measure removes the divergence of \(\Gamma_T\). With \(a=E_k/k_BT=k^2/(2Mk_BT)\),

\[
\langle\Gamma\rangle=\Gamma_0\,a\int_0^1(1+u^2)\,e^{-a(1-u^2)}\,du . \tag{19}
\]

For \(k_BT\gg E_k\) the exponential is expanded to first order:

\[
\int_0^1(1+u^2)\,du-a\int_0^1(1-u^4)\,du=\frac43-\frac{4a}{5}. \tag{20}
\]

Hence \(\langle\Gamma\rangle=\frac43\Gamma_0a\,(1-\frac35a+\dots)\), and its inverse is

\[
\frac{\tau_{\rm eff}}{\tau_0}=\frac{3}{4}\,\frac{k_BT}{E_k}+\frac{9}{20}+O\!\left(\frac{E_k}{k_BT}\right). \tag{21}
\]

The leading term is (3). Written out with \(\Gamma_0\) and \(E_k\), it is \(\tau_{\rm eff}=3Mk_BT/(8\pi k^3d^2)\).

The linear law has a simple origin. The density of states in two dimensions is constant, so the number of thermally accessible states grows in proportion to \(T\), while the number inside the cone is fixed. The fraction of excitons in the cone is \(1-e^{-a}\approx a\). Those excitons emit at an average rate \(\frac43\Gamma_0\), the mean of \(2\Gamma_0\) for T and \(\frac23\Gamma_0\) for L. The T branch thus supplies three quarters of the light.

In the opposite limit, \(a\to\infty\), the integral in (19) comes from \(u\) near 1. With \(v=1-u\) it becomes \(\int_0^\infty2e^{-2av}dv=1/a\), so \(\langle\Gamma\rangle\to\Gamma_0\). With the energies (1), all excitons are then at the centre of the cone and the lifetime is \(\tau_0\). The T shift in (17) places states just outside the cone below \(E_0\) when their drop, of order \((\Gamma_0^2E_0/8)^{1/3}\) as shown below, exceeds \(E_k\), and this limit then does not apply. That is the case for both layers of the worked example, where the drop is about \(120E_k\) and \(2500E_k\).

## Steepening of the longitudinal branch

Most thermal excitons lie far outside the cone, near \(Q_T=\sqrt{2Mk_BT}\gg k\). There (17) raises the L energy by \(sQ\) with \(s=2\pi d^2=\Gamma_0/2k\). The same dipole that makes the exciton bright therefore depopulates its longitudinal branch. Let \(R\) be the ratio of the L partition function to its unshifted value \(Mk_BT\). With \(Q=Q_Tt\),

\[
R=2\int_0^\infty t\,e^{-t^2-2bt}\,dt,\qquad
b=\frac{sQ_T}{2k_BT}=\frac{\Gamma_0}{4\sqrt{E_kk_BT}} . \tag{22}
\]

The last form uses \(\sqrt{2M}/k=1/\sqrt{E_k}\). Writing \(t=(t+b)-b\), the first part integrates to 1, and completing the square in the second gives

\[
R=1-\sqrt\pi\,b\,e^{b^2}{\rm erfc}(b). \tag{23}
\]

The numerator of (18) is unchanged, because there is no shift inside the cone. The denominator changes from \(2Mk_BT\) to \(Mk_BT(1+R)\). For \(k_BT\gg E_k\),

\[
\tau_{\rm eff}=\frac34\,\tau_0\,\frac{k_BT}{E_k}\;\frac{1+R(b)}{2}. \tag{24}
\]

For \(b\ll1\), \(R\approx1-\sqrt\pi b\) and (3) is recovered. For \(b\gg1\), \(R\to0\): thermal excitons are almost all transverse, and the prefactor is halved, as long as the T shift treated below stays negligible. In between, \(b\) falls as \(T^{-1/2}\), \(R\) rises, and the lifetime grows faster than linearly. The condition \(k_BT\gg E_k\) is thus not sufficient for (3). One also needs \(k_BT\gg\Gamma_0^2/(16E_k)\), and the approach is slow: the error falls as \(T^{-1/2}\), and at 100 times this energy (3) still exceeds (24) by about 9%.

Equation (24) keeps the full strength of the field up to \(Q_T\). Screening by the layer's other transitions is omitted. If they give the sheet a polarizability \(\alpha\) per area, (15) outside the cone becomes \(\mathcal E_L=-2\pi\kappa(P+\alpha\mathcal E_L)\), and \(\Delta E_L\) is divided by \(1+2\pi\alpha\kappa\). This reduces the steepening. Equation (24) and the condition on \(k_BT\) above use the unscreened shift of a layer thin compared with \(1/Q_T\), with \(d^2\) taken as constant up to \(Q_T\). Within these assumptions, the neglect of screening is justified for \(2\pi\alpha Q_T\ll1\); otherwise it overstates the steepening. Inside the cone the same polarizability divides \(\mathcal E_T\) by \(1-2\pi i\alpha k^2/k_z\), so \(\Gamma_T\) in (2) also requires \(2\pi\alpha k^2\ll k_z\).

The T shift in (17) matters much less at the temperatures of the example below. To first order it increases the T partition function by the fraction

\[
\frac{1}{Mk_BT}\int_0^\infty\kappa\,d\kappa\,\frac{2\pi d^2k^2}{\kappa\,k_BT}\,e^{-\kappa^2/Q_T^2}
=\frac{\sqrt\pi}{2}\,\frac{\Gamma_0}{k_BT}\,\frac{k}{Q_T}, \tag{25}
\]

where \(Q\,dQ=\kappa\,d\kappa\) and \(e^{-k^2/Q_T^2}\approx1\) were used. Only this first-order term is finite. The shift in (17) diverges as \(1/\kappa\), and so does its full Boltzmann factor at the cone edge. Solving (16) with \(\kappa\) evaluated at \(\omega\) removes the divergence: at \(Q=k\), \(\kappa\approx\sqrt{2k\delta/c}\) and \(\delta=\Gamma_0k/2\kappa\) give a finite drop \(\delta=(\Gamma_0^2E_0/8)^{1/3}\). The fraction (25) grows as \(T^{-3/2}\) on cooling. Once \(k_BT\) falls well below \(\delta\) the true fraction grows faster, so (24) can fail while (25) is still fairly small. The same bound T mode continues to \(Q<k\) just below the light line as a photon-like guided wave, and the thermal average assumes that it is not populated.

## The cone edge and other limits

The golden rule assumes that the photon density of states varies little across the width of the level. This fails for T excitons close to the edge, where exciton and photon must be treated together as a polariton. As a criterion, take the zone in which \(\Gamma_T\) exceeds the distance \(c(k-Q)\) to the photon threshold. Its border satisfies

\[
\frac{\Gamma_0}{u}=E_0\left(1-\sqrt{1-u^2}\right)\approx\frac{E_0u^2}{2}
\quad\Rightarrow\quad u\approx\left(\frac{2\Gamma_0}{E_0}\right)^{1/3}. \tag{26}
\]

For \(a\ll1\) the T part of (19) is uniform in \(u\), so this border value is also the share of T emission assigned to the zone. It measures how much of the prefactor rests on an unreliable rate. It is not an estimate of the resulting error.

Three further conditions concern the population. If emission empties the cone faster than scattering refills it, fewer excitons are in the cone than (18) assumes, and the decay is slower. Populated dark states at nearby energies add to the denominator of (18) and also lengthen the radiative lifetime. Nonradiative channels add their own rate, which makes the observed lifetime shorter than the radiative one.

## Worked example

Take round model parameters: \(E_0=0.07\) hartree, \(M=1\) and \(d^2=10^{-4}\). Then

\[
k=\frac{0.07}{137.036}=5.108\times10^{-4},\qquad
E_k=\frac{k^2}{2}=1.305\times10^{-7},
\]
\[
\Gamma_0=4\pi\,(5.108\times10^{-4})(10^{-4})=6.419\times10^{-7},
\]

all in atomic units. The lifetime at the cone centre is \(\tau_0=1.558\times10^6\) a.u., or 37.7 ps. At \(Q=0.6k\) one has \(k_z/k=0.8\), so \(\Gamma_T=\Gamma_0/0.8=8.02\times10^{-7}\) and \(\Gamma_L=0.8\,\Gamma_0=5.14\times10^{-7}\) hartree.

At \(k_BT=0.001\) hartree (316 K), a fraction \(1.30\times10^{-4}\) of the excitons is in the cone. Equation (3) gives

\[
\tau_{\rm eff}=\frac34\times\frac{0.001}{1.305\times10^{-7}}\times1.558\times10^6
=8.96\times10^9\ \text{a.u.},
\]

or 217 ns. Quadrature of the thermal average with recoil retained differs from this by less than one part in \(10^4\). The steepening parameter is \(b=0.014\), and (24) lowers the result to 214 ns.

A second layer has \(d^2=10^{-2}\) and otherwise the same parameters. Its \(\tau_0\) is 0.377 ps, and \(b=1.4\) at the same temperature. The lifetimes in nanoseconds are:

| \(k_BT\) (hartree) | weak, (3) | weak, (24) | strong, (3) | strong, (24) |
|---|---|---|---|---|
| 0.0005 | 108 | 106 | 1.08 | 0.59 |
| 0.001 | 217 | 214 | 2.17 | 1.25 |
| 0.002 | 433 | 429 | 4.33 | 2.69 |

Over this fourfold range of temperature, the corrected lifetime of the weak layer grows by a factor of 4.03, and that of the strong layer by 4.5. In the strong layer the linear law overestimates the lifetime given by (24) by about 70% at the middle temperature, although \(k_BT\) is several thousand times \(E_k\). The T population change (25) is only \(6.5\times10^{-4}\) there. These figures hold for an unscreened sheet. Real semiconducting monolayers have \(2\pi\alpha\) of tens of bohr, so \(2\pi\alpha Q_T\ll1\) fails at these temperatures. With the shift divided by \(1+2\pi\alpha\kappa\) in the partition function, the overestimate falls from about 70% to 55% for \(2\pi\alpha=19\) bohr and to 28% for 78 bohr, and the growth factor becomes about 5.1.

The edge zone carries 2.6% of the T emission in the weak layer and 12% in the strong one. These shares show how much of the T emission rests on an unreliable rate; the resulting error in the prefactors is not computed here. The digits in the table serve only to compare the formulas within the model. The strong layer also needs scattering much faster than its subpicosecond emission for the thermal average to apply.

The numerical check compares the rates (2) with the decay of an exciton coupled to explicit photon modes, and at \(Q/k=0.3\), 0.6 and 0.8, away from the edge zone, they agree within 3% at a coupling \(\Gamma_0=0.004E_0\). It also tests the fields (15), the thermal expansion (21) and the population ratio (23).

## Table of computed values

```
Test: two electrons, |P|/(gap |X|) = 1.000000
Test: decay into explicit photon modes, rates in units of G0
  Q/k   T modes  T formula  L modes  L formula
  0.3   1.0444   1.0483     0.9544   0.9539
  0.6   1.2485   1.2500     0.8020   0.8000
  0.8   1.6442   1.6667     0.6016   0.6000
Emission integral over the cone / (G0 k^2): T 1.0000, L 0.3333
Lifetime/tau0 at kT = Ek/200: 0.99999
Model inputs
  exciton energy E0 = 0.07 hartree, mass M = 1.0 electron masses
  speed of light c = 137.036 a.u.
  light-cone radius k = 5.1081e-04 1/bohr
  recoil energy Ek = 1.3047e-07 hartree
Layer with weak dipole, d2 = 0.0001 (dimensionless)
  G0 = 6.4191e-07 hartree, tau0 = 1.5579e+06 a.u. = 37.6827 ps
  T rate at Q = 0.6 k: 8.0239e-07 hartree
  L rate at Q = 0.6 k: 5.1353e-07 hartree
  share of T emission from the unreliable edge zone: 0.0264
  kT = 0.0005 hartree (157.9 K): b = 0.0199, R = 0.9656
    lifetime: linear law 4.47776e+09 a.u., quadrature 4.47844e+09 a.u.
    linear law 108.3120 ns, factor (1+R)/2 = 0.9828, corrected 106.4468 ns
  kT = 0.001 hartree (315.8 K): b = 0.0140, R = 0.9755
    lifetime: linear law 8.95553e+09 a.u., quadrature 8.95618e+09 a.u.
    linear law 216.6239 ns, factor (1+R)/2 = 0.9877, corrected 213.9689 ns
  kT = 0.002 hartree (631.6 K): b = 0.0099, R = 0.9826
    lifetime: linear law 1.79111e+10 a.u., quadrature 1.79117e+10 a.u.
    linear law 433.2478 ns, factor (1+R)/2 = 0.9913, corrected 429.4758 ns
  relative T population change at kT = 0.001 hartree: 6.50e-06
Layer with strong dipole, d2 = 0.01 (dimensionless)
  G0 = 6.4191e-05 hartree, tau0 = 1.5579e+04 a.u. = 0.3768 ps
  T rate at Q = 0.6 k: 8.0239e-05 hartree
  L rate at Q = 0.6 k: 5.1353e-05 hartree
  share of T emission from the unreliable edge zone: 0.1223
  kT = 0.0005 hartree (157.9 K): b = 1.9869, R = 0.0956
    lifetime: linear law 4.47776e+07 a.u., quadrature 4.47844e+07 a.u.
    linear law 1.0831 ns, factor (1+R)/2 = 0.5478, corrected 0.5933 ns
  kT = 0.001 hartree (315.8 K): b = 1.4050, R = 0.1587
    lifetime: linear law 8.95553e+07 a.u., quadrature 8.95618e+07 a.u.
    linear law 2.1662 ns, factor (1+R)/2 = 0.5793, corrected 1.2550 ns
  kT = 0.002 hartree (631.6 K): b = 0.9935, R = 0.2439
    lifetime: linear law 1.79111e+08 a.u., quadrature 1.79117e+08 a.u.
    linear law 4.3325 ns, factor (1+R)/2 = 0.6220, corrected 2.6946 ns
  relative T population change at kT = 0.001 hartree: 6.50e-04
Fraction of excitons in the cone at kT = 0.001 hartree: 1.3046e-04
```
